# Vibrational Volume Shift and Adiabatic Bulk Modulus in the Quasiharmonic Approximation

Consider a crystal at zero temperature and zero pressure in which each atom has three vibrations of the same angular frequency $\omega$. Let $V$ be the volume per atom and suppose that, without vibrations, the energy per atom has its minimum at $V_0$ with bulk modulus $B_0$. Near the minimum the energy, apart from a constant, is

$$E(V)=\frac{B_0}{2V_0}(V-V_0)^2+\frac32\hbar\omega(V).$$

The second term is the zero-point energy $E_{\rm zp}$. If the frequency falls on expansion as $d\omega/dV=-\gamma\omega/V$, then $dE/dV=0$ gives

$$\frac{B_0}{V_0}(V-V_0)=\frac{\gamma}{V}\,\frac32\hbar\omega(V).$$

The right side is already small, so to leading order it may be evaluated at $V_0$. The result is $V-V_0=\gamma E_{\rm zp}/B_0$. The crystal expands because expansion lowers the zero-point energy, and it stops where the static energy rises equally fast.

A real crystal has many frequencies, which respond differently to volume, and at finite temperature the occupations change as well. The quasiharmonic approximation treats the vibrations at each volume as independent harmonic oscillators with frequencies $\omega_i(V)$ that do not depend explicitly on temperature. Let the volume be the only free structural parameter and let the electrons stay in their ground state. The free energy per atom is then

$$F(V,T)=E_0(V)+\sum_i f_i,$$

where $E_0$ is the static energy and $\sum_i$ means the sum over all modes divided by the number of atoms. Define the mode Grüneisen parameter

$$\gamma_i=-\frac{d\ln\omega_i}{d\ln V}.$$

For one oscillator put $y=\hbar\omega/kT$. Its partition function is a geometric series,

$$z=\sum_{n=0}^{\infty}e^{-(n+1/2)y}=\frac{e^{-y/2}}{1-e^{-y}},$$

so that

$$f=-kT\ln z=\frac{\hbar\omega}{2}+kT\ln(1-e^{-y}).$$

With the mean occupation $\bar n=1/(e^y-1)=e^{-y}/(1-e^{-y})$, the derivative at fixed temperature is

$$\left(\frac{\partial f}{\partial\omega}\right)_T=\frac{\hbar}{2}+kT\,\bar n\,\frac{\hbar}{kT}=\hbar\left(\bar n+\frac12\right).$$

The entropy $s=-(\partial f/\partial T)_\omega$ follows from $\partial y/\partial T=-y/T$:

$$s=-k\ln(1-e^{-y})+k\,y\,\bar n.$$

Hence the mean energy is $\varepsilon=f+Ts=\hbar\omega(\bar n+1/2)$, and

$$\left(\frac{\partial f}{\partial\omega}\right)_T=\frac{\varepsilon}{\omega}.$$

This derivative already includes the change of the occupation with frequency at fixed temperature; no separate term has to be added.

The vibrational pressure is minus the volume derivative of the vibrational free energy $F_{\rm vib}=\sum_i f_i$. Since $d\omega_i/dV=-\gamma_i\omega_i/V$,

$$P_{\rm vib}=-\sum_i\frac{\varepsilon_i}{\omega_i}\frac{d\omega_i}{dV}=\frac1V\sum_i\gamma_i\varepsilon_i=\frac{\gamma_E E_{\rm vib}}{V},$$

where

$$E_{\rm vib}=\sum_i\varepsilon_i,\qquad \gamma_E=\frac{\sum_i\gamma_i\varepsilon_i}{\sum_i\varepsilon_i}.$$

The average $\gamma_E$ is weighted by energy and in general depends on temperature. It reduces to a single constant $\gamma$ if all the $\gamma_i$ have that value.

At zero external pressure, equilibrium requires $(\partial F/\partial V)_T=0$, or $E_0'(V)=P_{\rm vib}(V,T)$, where a prime on $E_0$ denotes a volume derivative. To solve this with control of the error, let $x=(V-V_0)/V_0$ and expand $E_0'$ to second order. The static pressure is $P_0=-E_0'$, so the static modulus is $B=-V\,dP_0/dV=VE_0''$, and $E_0''(V_0)=B_0/V_0$. Write $B_0'=dB/dP_0$ at $V_0$. Two expressions for $dB/dV$ at $V_0$ must agree:

$$E_0''+V_0E_0'''=B_0'\frac{dP_0}{dV}=-B_0'\frac{B_0}{V_0}.$$

Therefore $E_0'''(V_0)=-(B_0'+1)B_0/V_0^2$. Since $E_0'(V_0)=0$, Taylor's formula gives

$$E_0'=B_0\left[x-\frac{B_0'+1}{2}x^2+\dots\right].$$

The vibrational pressure also changes with volume. With $B_{\rm vib}=V_0(\partial^2F_{\rm vib}/\partial V^2)_T$ at $V_0$,

$$P_{\rm vib}(V,T)=P_{\rm vib}(V_0,T)-xB_{\rm vib}+\dots$$

Now multiply $F_{\rm vib}$ by a formal factor $\lambda$, which counts powers of the vibrational energy and is set to one at the end, and write $x=\lambda x_1+\lambda^2x_2+\dots$. The terms proportional to $\lambda$ give $B_0x_1=P_{\rm vib}(V_0,T)$. Multiplication by $V_0/B_0$ yields the volume shift

$$\boxed{\Delta V=V_0x_1=\frac{\gamma_E E_{\rm vib}}{B_0}}$$

with all quantities on the right evaluated at $V_0$. It separates into

$$\Delta V_{\rm zp}=\frac1{B_0}\sum_i\gamma_i\frac{\hbar\omega_i}{2},\qquad
\Delta V_{\rm th}=\frac1{B_0}\sum_i\gamma_i\hbar\omega_i\bar n_i.$$

The terms proportional to $\lambda^2$ are

$$B_0x_2-\frac{B_0'+1}{2}B_0x_1^2=-x_1B_{\rm vib},$$

and hence

$$x_2=\frac{B_0'+1}{2}x_1^2-x_1\frac{B_{\rm vib}}{B_0}.$$

The first part arises because the static restoring pressure grows less than linearly on expansion when $B_0'>-1$. The second part describes the change of the vibrational pressure during the expansion. The relative correction $x_2/x_1$ is the difference of $(B_0'+1)x_1/2$ and $B_{\rm vib}/B_0$, so the simple shift formula is accurate when both are small in magnitude and the terms of higher order in $\lambda$, not examined here, are smaller still. It can therefore become unreliable for a soft crystal with large vibrational energy, though it need not: at $T=0$ with a single frequency $\omega\propto V^{-\gamma}$, $B_{\rm vib}/B_0=(\gamma+1)x_1$, and the two parts cancel when $\gamma=(B_0'-1)/2$.

At high temperature, $\bar n=1/y-1/2+y/12+\dots$, so $\varepsilon=kT(1+y^2/12+\dots)$. The zero-point term is cancelled by the $-1/2$ in the occupation. The classical shift, calculated with $kT$ per mode, is thus the limit of the total shift, and the zero-point shift must not be added to it a second time.

For the adiabatic modulus we return to the full free energy, at any volume where the crystal is stable, and make no expansion in $\lambda$. Let $c_i=(\partial\varepsilon_i/\partial T)_V$ be the heat capacity of a mode, $C_V=\sum_i c_i$, and

$$\gamma_C=\frac{\sum_i\gamma_ic_i}{\sum_i c_i}.$$

The total pressure is $P=-E_0'+\sum_i\gamma_i\varepsilon_i/V$. At fixed volume $E_0'$ and the $\gamma_i$ are constant, so

$$\left(\frac{\partial P}{\partial T}\right)_V=\frac1V\sum_i\gamma_ic_i=\frac{\gamma_CC_V}{V}.$$

The weights are now heat capacities, because it is a change of energy that changes the pressure.

Define the expansivity $\alpha=(\partial V/\partial T)_P/V$ and the isothermal modulus $B_T=-V(\partial P/\partial V)_T=V(\partial^2F/\partial V^2)_T$. Along a line of constant pressure, $0=(\partial P/\partial T)_V\,dT+(\partial P/\partial V)_T\,dV$, and therefore

$$\left(\frac{\partial P}{\partial T}\right)_V=-\left(\frac{\partial P}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P=\frac{B_T}{V}\,\alpha V=\alpha B_T.$$

Comparison of the two results gives $\alpha=\gamma_CC_V/(B_TV)$. Here $B_T$ contains the vibrational contribution and belongs to the actual volume, unlike the $B_0$ of the leading-order shift.

Next consider a slow compression without heat exchange. The entropy $S=\sum_i s_i$ stays constant, so $(\partial S/\partial V)_T\,dV+(\partial S/\partial T)_V\,dT=0$. The mixed second derivatives of $F$ are equal, which gives $(\partial S/\partial V)_T=(\partial P/\partial T)_V$. Also $(\partial S/\partial T)_V=C_V/T$. Hence

$$\left(\frac{\partial T}{\partial V}\right)_S=-\frac{\gamma_CC_V/V}{C_V/T}=-\frac{\gamma_CT}{V}.$$

For positive $\gamma_C$, compression heats the crystal. If all $\gamma_i$ are equal, $T$ and every $\omega_i$ change by the same factor, so each ratio $\omega_i/T$ and each occupation stays constant.

If they differ, the modes must exchange energy. Since $s_i$ depends on $y_i=\hbar\omega_i/kT$ alone and $c_i=T(\partial s_i/\partial T)_V=-y_i\,ds_i/dy_i$,

$$ds_i=-c_i(d\ln\omega_i-d\ln T)=c_i(\gamma_i-\gamma_C)\,d\ln V.$$

These changes sum to zero, but the individual ones need not vanish. The adiabatic relation derived here therefore assumes a compression slow enough for the modes to remain in mutual equilibrium, while no heat leaves the crystal.

Along the isentrope the pressure changes both directly with volume and through the temperature:

$$\left(\frac{\partial P}{\partial V}\right)_S=\left(\frac{\partial P}{\partial V}\right)_T+\left(\frac{\partial P}{\partial T}\right)_V\left(\frac{\partial T}{\partial V}\right)_S
=-\frac{B_T}{V}-\alpha B_T\frac{\gamma_CT}{V}.$$

Multiplication by $-V$ gives

$$\boxed{B_S=B_T(1+\alpha\gamma_CT)}$$

Within the stated model this is an identity, not a leading-order estimate. Inserting $\alpha B_T=\gamma_CC_V/V$ gives the equivalent form $B_S-B_T=\gamma_C^2C_VT/V$. The difference cannot be negative, even if the crystal contracts on heating: $\alpha$ and $\gamma_C$ then change sign together. As $T\to0$ with bounded $\gamma_C$, the difference vanishes, while the zero-point volume shift remains. In the classical limit $\varepsilon_i\to kT$ and $c_i\to k$, so $\gamma_E$ and $\gamma_C$ both approach the plain mean of the $\gamma_i$. At lower temperatures the two averages, taken at the same volume, coincide if the mode parameters are equal, or if all modes have the same frequency so that both sets of weights are uniform; in general they differ. Even when they coincide, the $\gamma_i$ depend on volume, and the shift formula takes its average at $V_0$ while the modulus relation takes it at the actual volume.

A crystal with unequal mode parameters shows the size of these effects. Take a model fcc crystal, not meant to represent a particular material, with nearest-neighbour bonds of Morse form,

$$\phi(r)=D\left[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}\right].$$

In Rydberg atomic units, $\hbar=1$ and the electron mass is $1/2$. The parameters are $D=0.03$ Ry, $a=0.7$ bohr$^{-1}$, $r_0=5.5$ bohr and an atomic mass $M$ of 50 u. Each atom has twelve neighbours and each bond is shared by two atoms, so $E_0=6\phi(r)$. The cubic edge is $\sqrt2\,r$ and the cube holds four atoms, so $V=r^3/\sqrt2$.

From $V\,d/dV=(r/3)\,d/dr$ we have $VE_0'=2r\phi'$, with primes on $\phi$ denoting derivatives with respect to $r$. Applying the same operator again gives $VE_0'+V^2E_0''=(2r/3)(\phi'+r\phi'')$, and thus

$$B=VE_0''=\frac{2\sqrt2}{3}\left(\frac{\phi''}{r}-\frac{2\phi'}{r^2}\right).$$

At $r_0$, $\phi'=0$, $\phi''=2Da^2$ and $\phi'''=-6Da^3$. The modulus is $B_0=2\sqrt2\,\phi''/(3r_0)=5.040\times10^{-3}$ Ry/bohr$^3$, or 74.1 GPa. Differentiating $B$ at $r_0$ gives $d\ln B/d\ln r=r_0\phi'''/\phi''-3$. Since $B_0'=-d\ln B/d\ln V$,

$$B_0'=1-\frac{r_0\phi'''}{3\phi''}=1+ar_0=4.85.$$

For the vibrations, let $\mathbf n$ be the unit vector along a bond $\mathbf R$. A relative displacement along $\mathbf n$ is resisted by the stiffness $\phi''$; a transverse one rotates the bond and is resisted by $\phi'/r$. For a plane wave of wavevector $\mathbf q$ the bonds $\pm\mathbf R$ combine to give the dynamical matrix

$$\mathsf D(\mathbf q)=\frac1M\sum_{\mathbf R}(1-\cos\mathbf q\cdot\mathbf R)\left[\phi''\,\mathbf n\mathbf n^{T}+\frac{\phi'}{r}\left(\mathsf 1-\mathbf n\mathbf n^{T}\right)\right],$$

where the sum runs over all twelve neighbour vectors. The eigenvalues of $\mathsf D$ are $\omega^2$. The phases $\mathbf q\cdot\mathbf R$ are held fixed when the volume changes.

For a mode with unit polarization vector $\mathbf e$, let $A$ be the sum of $(1-\cos\mathbf q\cdot\mathbf R)(\mathbf n\cdot\mathbf e)^2$ over the bonds, and $W$ the sum of $1-\cos\mathbf q\cdot\mathbf R$. At $r_0$, $M\omega^2=\phi''A$. By first-order perturbation theory the change of $\mathbf e$ does not contribute to $d\omega^2/dr$, and $d(\phi'/r)/dr=\phi''/r_0$ there, so

$$M\frac{d\omega^2}{dr}=\phi'''A+\frac{\phi''}{r_0}(W-A).$$

Because $\gamma_i=-(r/6)\,d\ln\omega_i^2/dr$,

$$\gamma_i=\frac{ar_0}{2}-\frac{W-A}{6A}=\frac{ar_0}{2}+\frac16-\frac{\phi''W}{6M\omega_i^2}.$$

At a given wavevector, then, the softer modes have the smaller $\gamma_i$: stretching puts the bonds under tension, and this transverse stiffening offsets more of their softening. On the $8\times8\times8$ mesh of wavevectors used, $\gamma_i$ ranges from 0.87 to 1.84, with a plain mean of 1.49. The lower end depends on the mesh: the softer transverse mode along [110] has $A/W\to1/8$ at long wavelength, which gives $\gamma_i\to ar_0/2-7/6=0.76$.

At $T=0$ and $V_0=117.64$ bohr$^3$, the vibrational energy is $2.323\times10^{-3}$ Ry per atom and $\gamma_E=1.547$. The leading-order shift is

$$\Delta V=\frac{1.547\times2.323\times10^{-3}}{5.040\times10^{-3}}=0.713\ \text{bohr}^3,$$

or 0.61% of $V_0$. Minimizing the complete free energy gives 0.718 bohr$^3$. At 300 K,

$$\Delta V=\frac{1.499\times6.035\times10^{-3}}{5.040\times10^{-3}}=1.795\ \text{bohr}^3,$$

against 1.870 bohr$^3$ from the full minimization, so the leading-order value is 4% below the full one. For the thermal part alone, the corresponding values are 1.08 and 1.15 bohr$^3$, a deficit of 6% relative to the full value.

The second-order formula accounts for most of the discrepancy at 300 K. With $x_1=0.01526$ and $B_{\rm vib}=2.63\times10^{-5}$ Ry/bohr$^3$,

$$x_2=\frac{5.85}{2}(0.01526)^2-0.01526\,\frac{2.63\times10^{-5}}{5.040\times10^{-3}}=6.0\times10^{-4}.$$

Multiplied by $V_0$, this is 0.071 bohr$^3$, compared with the difference of 0.075 bohr$^3$.

At the 300 K equilibrium volume, the program gives $B_T=68.97$ GPa, $\alpha=4.836\times10^{-5}$ K$^{-1}$ and $\gamma_C=1.508$. Then

$$\alpha\gamma_CT=4.836\times10^{-5}\times1.508\times300=0.0219,$$

and $B_S=68.97\times1.0219=70.48$ GPa. The numerical check obtains the same modulus without the boxed relation: it finds the temperature that keeps the entropy constant at each volume and then differentiates the internal energy $U$ twice, using $B_S=V(\partial^2U/\partial V^2)_S$.

At the 300 K equilibrium volume $\gamma_E=1.519$, less than 1% above $\gamma_C=1.508$; the value 1.499 used for the shift belongs to $V_0$. At 50 K the two averages lie further apart, so the choice matters more for the relative accuracy of $B_S/B_T-1$. At the equilibrium volume $\gamma_C=1.368$ (a finer mesh raises it by about 0.0004), whereas $\gamma_E=1.549$. The ratio of the directly computed moduli requires 1.368. Putting $\gamma_E$ in place of $\gamma_C$ in the boxed relation, with $\alpha$ kept at its computed value, would overestimate $B_S/B_T-1$ by 13%. In the form $\gamma_C^2C_VT/V$ the average enters squared, and the overestimate would be $(1.549/1.368)^2-1=28\%$. The quantity $B_S/B_T-1$ is itself only $7.1\times10^{-4}$.

The formula for $\gamma_i$ suggests why the averages separate in this direction. At fixed temperature $c_i$ decreases with frequency and $\varepsilon_i$ increases, so at each wavevector the heat capacity favours the softer modes, with their smaller $\gamma_i$. That argument holds at $V_0$ and does not settle the sum over different wavevectors; the computed averages show that the order survives the sum here.

These numbers describe the chosen model and omit phonon interactions at fixed volume, electronic excitations and defects. If phonon interactions make the frequencies depend explicitly on temperature, the mode formulas above no longer suffice. The thermodynamic relation between $B_S$ and $B_T$ still holds for a stable equilibrium state under hydrostatic pressure if $\gamma_C$ is replaced by $\alpha B_TV/C_V$ with the complete $C_V$, since its derivation then needs the equation of state and the entropy, but not independent oscillators. An imaginary frequency is a more serious failure: the harmonic partition function does not exist for that mode, and neither the volume shift nor the modulus can be obtained from this free energy.

## Numbers as computed

```
Morse depth 0.03 Ry, steepness 0.7 1/bohr
bond length 5.5 bohr, atomic mass 50.0 u
mass in Rydberg units (2 m_e): 45572.2
static volume V0 = 117.6449 bohr^3/atom
static modulus B0 = 5.039743e-03 Ry/bohr^3 = 74.14 GPa
static pressure derivative B0' = 4.8500
highest sampled mode energy at V0 = 2.25746e-03 Ry
mode gamma at V0: min 0.8674, max 1.8417
plain mean of mode gamma at V0 = 1.4934
--- shift at T = 0 K, averages at V0
E_vib = 2.323279e-03 Ry/atom, gamma_E = 1.5468
P_vib = 3.05457e-05, B_vib = 5.22160e-05 Ry/bohr^3
first-order shift = 0.7130 bohr^3 = 0.6061 %
second-order term = 0.0053 bohr^3
full shift = 0.7183 bohr^3 = 0.6106 %
--- shift at T = 50 K, averages at V0
E_vib = 2.382653e-03 Ry/atom, gamma_E = 1.5410
P_vib = 3.12104e-05, B_vib = 4.97771e-05 Ry/bohr^3
first-order shift = 0.7286 bohr^3 = 0.6193 %
second-order term = 0.0060 bohr^3
full shift = 0.7346 bohr^3 = 0.6244 %
--- shift at T = 300 K, averages at V0
E_vib = 6.034851e-03 Ry/atom, gamma_E = 1.4988
P_vib = 7.68837e-05, B_vib = 2.63431e-05 Ry/bohr^3
first-order shift = 1.7947 bohr^3 = 1.5255 %
second-order term = 0.0707 bohr^3
full shift = 1.8698 bohr^3 = 1.5894 %
--- thermal part of the shift, 0 to 300 K
first order 1.0817 bohr^3, full 1.1515 bohr^3
--- moduli at T = 50 K, V = 118.3795 bohr^3/atom
C_V = 0.6972 k/atom, alpha = 1.03364e-05 1/K
gamma_C = 1.3683, gamma_E = 1.5490
gamma from B_S/B_T = 1.3683
alpha gamma_C T = 0.000707
B_T = 4.938331e-03 Ry/bohr^3 = 72.645 GPa
B_S = 4.941823e-03 Ry/bohr^3 = 72.697 GPa
directly computed B_S/B_T - 1 = 0.000707
--- moduli at T = 300 K, V = 119.5147 bohr^3/atom
C_V = 2.8370 k/atom, alpha = 4.83568e-05 1/K
gamma_C = 1.5080, gamma_E = 1.5188
gamma from B_S/B_T = 1.5080
alpha gamma_C T = 0.021877
B_T = 4.688597e-03 Ry/bohr^3 = 68.972 GPa
B_S = 4.791169e-03 Ry/bohr^3 = 70.481 GPa
directly computed B_S/B_T - 1 = 0.021877
--- mesh check, 8^3 against 14^3 wavevectors
relative change of shift at 0 K: -2.5e-06
relative change of shift at 300 K: -5.2e-05
relative change of gamma_C at 50 K: -2.7e-04
```
